# Radial Dirac levels by two-sided integration and an energy correction

## A case that can be seen through

Take an s electron in an empty spherical cavity of radius \(R\), in the nonrelativistic limit and in Hartree atomic units. The radial function obeys \(P''=-k^2P\) with \(E=k^2/2\), and \(P(0)=P(R)=0\). For a trial \(k\), solve from each end and stop at \(r_m=R/2\):

\[
P_{\rm out}=\sin kr,\qquad P_{\rm in}=\sin k(R-r).
\]

The two values agree at \(r_m\), but the slopes are \(\pm k\cos(kR/2)\). The small Dirac component of an s state is here \(Q=(P'-P/r)/(2c)\), as shown below. The term \(P/r\) is continuous, so \(c(Q_{\rm out}-Q_{\rm in})=\tfrac12(P'_{\rm out}-P'_{\rm in})=k\cos(kR/2)\).

Form the quantity \(\Delta E=cP(Q_{\rm out}-Q_{\rm in})/\int P^2dr\). Its numerator is \(k\sin(kR/2)\cos(kR/2)=\tfrac12k\sin kR\). Its denominator is \(2\int_0^{R/2}\sin^2kr\,dr=\tfrac12R-\sin(kR)/(2k)\). Near the lowest level put \(k=k_0+\delta\) with \(k_0=\pi/R\), so that \(\sin kR=-\delta R+O(\delta^3)\). Then

\[
\Delta E=\frac{-k\delta}{1+\delta/k}+O(\delta^3)=-k\delta+\delta^2+O(\delta^3).
\]

The correction needed is \(E_0-E=(k_0^2-k^2)/2=-k\delta+\delta^2/2\). The first-order error is removed and \(\delta^2/2\) remains. Since \(e=E-E_0\approx k_0\delta\), the new error is \(e^2/(2k_0^2)=e^2/(4E_0)\). The mismatch at one point therefore supplies a quadratically convergent correction. The sections below show the same for the Dirac equation in a local central potential, for trial energies near the level and a matching point away from the nodes of \(P\).

## Equations and sign conventions

The Hamiltonian is \(c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V(r)\), so \(E\) excludes the rest energy. The potential is local and attractive, tends to zero at infinity, and behaves as \(-Z/r\) at the origin. Bound states with \(-2c^2<E<0\) are sought. Write

\[
\psi=\frac1r\begin{pmatrix}P\,\Omega_\kappa\\ iQ\,\Omega_{-\kappa}\end{pmatrix},
\]

where \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). From \(\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34\), both cases give \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\). With \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\) and \(\sigma_r^2=1\),

\[
\boldsymbol\sigma\cdot\mathbf p=\sigma_r(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\]

The operator \(\sigma_r\) preserves \(j\) and reverses parity. It therefore maps \(\Omega_\kappa\) onto \(\Omega_{-\kappa}\) up to a phase, and since \(\sigma_r^2=1\) the phases can be chosen so that \(\sigma_r\Omega_\kappa=-\Omega_{-\kappa}\). Hence

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\Omega_\kappa=\frac ir\left(P'+\frac\kappa rP\right)\Omega_{-\kappa},
\]

because \((\partial_r+(\kappa+1)/r)(P/r)=(P'+\kappa P/r)/r\). Applying this to both components, with \(\kappa\to-\kappa\) for the lower one, gives

\[
P'=-\frac\kappa rP+aQ,\quad Q'=\frac\kappa rQ-\frac{E-V}{c}P,\quad a=2c+\frac{E-V}{c}. \tag{1}
\]

For an attractive potential in this energy range \(a>0\), which the node rule will need.

In the nonrelativistic limit \(a\to2c\), so \(Q=(P'+\kappa P/r)/(2c)\). Inserting this in the second equation gives \((E-V)P=-\tfrac12P''+\kappa(\kappa+1)P/(2r^2)\). Since \(\kappa(\kappa+1)=l(l+1)\) for either sign of \(\kappa\), this is the radial Schrödinger equation.

## Integration on the logarithmic grid

Put \(x=\ln r\), with uniform spacing \(h\). Since \(d/dx=r\,d/dr\),

\[
\frac{d}{dx}\begin{pmatrix}P\\Q\end{pmatrix}=A\begin{pmatrix}P\\Q\end{pmatrix},\quad
A=\begin{pmatrix}-\kappa&ra\\-r(E-V)/c&\kappa\end{pmatrix}. \tag{2}
\]

The system is linear, so a classical fourth-order Runge–Kutta step is multiplication by a matrix \(M\). With \(A_0,A_{1/2},A_1\) at the start, middle and end of a step,

\[
K_1=A_0,\quad K_2=A_{1/2}(1+\tfrac h2K_1),\quad K_3=A_{1/2}(1+\tfrac h2K_2),
\]
\[
K_4=A_1(1+hK_3),\quad M=1+\tfrac h6(K_1+2K_2+2K_3+K_4).
\]

Inward steps use \(-h\) and exchange \(A_0\) and \(A_1\).

**Start at the origin.** Keep only \(V=-Z/r\) and try \(P=pr^\gamma\), \(Q=qr^\gamma\). Equation (1) gives \((\gamma+\kappa)p=(Z/c)q\) and \((\gamma-\kappa)q=-(Z/c)p\). Multiplying these relations yields

\[
\gamma=\sqrt{\kappa^2-Z^2/c^2},\qquad \frac QP=\frac{c(\gamma+\kappa)}Z=-\frac{Z/c}{\gamma-\kappa}.
\]

The positive root is the regular solution. It requires \(Z<c|\kappa|\). Use the first ratio for \(\kappa>0\) and the second for \(\kappa<0\), to avoid subtracting nearly equal numbers. A finite nucleus needs a different starting expansion.

**Start in the tail.** Neglect \(\kappa/r\) and the variation of \(V\) over a decay length. Then \(P'=aQ\) and \(Q'=bP\), with \(b=(V-E)/c>0\). The decaying solution has \(P'=-\sqrt{ab}\,P\), hence

\[
\frac QP=-\sqrt{\frac ba}=-\sqrt{\frac{V-E}{2c^2+E-V}}.
\]

Start where \(\int\sqrt{2(V-E)}\,dr\), taken over the forbidden region, reaches 25. This is the nonrelativistic estimate of the decay exponent.

## The energy correction

Let \((P,Q)\) and \((P_0,Q_0)\) solve (1) at \(E\) and \(E_0\). Differentiate \(W=PQ_0-QP_0\). The \(\kappa\) terms cancel, leaving

\[
W'=(a-a_0)QQ_0-\frac{E_0-V}{c}PP_0+\frac{E-V}{c}PP_0.
\]

Since \(a-a_0=(E-E_0)/c\),

\[
W'=\frac{E-E_0}{c}(PP_0+QQ_0). \tag{3}
\]

The potential has dropped out because it is local and the same for both solutions.

Now let \(E_0\) be an eigenvalue with eigenfunction \((P_0,Q_0)\). The trial function consists of an outward piece below \(r_m\) and an inward piece above it, scaled so that \(P\) is continuous and nonzero at \(r_m\). \(W\) vanishes at the origin and at infinity. Integrating (3) over the pieces gives, at \(r_m\),

\[
PQ_0-Q_{\rm out}P_0=\frac{E-E_0}{c}\int_0^{r_m}(PP_0+QQ_0)dr,
\]
\[
-(PQ_0-Q_{\rm in}P_0)=\frac{E-E_0}{c}\int_{r_m}^{\infty}(PP_0+QQ_0)dr.
\]

Adding them removes \(PQ_0\), and reversing the sign gives

\[
E_0-E=\frac{cP_0(r_m)(Q_{\rm out}-Q_{\rm in})}{\int_0^\infty(PP_0+QQ_0)dr}. \tag{4}
\]

This identity involves no expansion in \(E-E_0\), but it contains the unknown eigenfunction. Replacing that by the trial function gives the working formula

\[
\Delta E=\frac{cP(r_m)(Q_{\rm out}-Q_{\rm in})}{\int_0^\infty(P^2+Q^2)dr}. \tag{5}
\]

## Why the convergence is quadratic

Define the mismatch \(F(E)=Q_{\rm out}/P_{\rm out}-Q_{\rm in}/P_{\rm in}\) at fixed \(r_m\). Apply (3) to two outward solutions at \(E\) and \(E+dE\). Integration to \(r_m\) gives \(P\,dQ-Q\,dP=-(dE/c)\int_0^{r_m}(P^2+Q^2)dr\). Division by \(P^2\) turns the left side into \(d(Q/P)\). For inward solutions \(r_m\) is the lower limit, and the sign is reversed. Therefore

\[
F'=-\frac1{cP(r_m)^2}\int_0^\infty(P^2+Q^2)dr<0. \tag{6}
\]

Since \(F=(Q_{\rm out}-Q_{\rm in})/P\), equation (5) is \(\Delta E=-F/F'\), which is Newton's step. With \(e=E-E_0\) and derivatives at \(E_0\),

\[
e_{\rm new}=e-\frac{F'e+\frac12F''e^2+\cdots}{F'+F''e+\cdots}
=\frac{F''}{2F'}e^2+O(e^3). \tag{7}
\]

On a grid the root and the slope are those of a discrete mismatch \(F_h\), while the norm comes from quadrature. If \(F_h'\) equals the slope in (6) times \(1+\eta\), the step leaves an extra error \(-\eta e\). The final convergence is then linear in principle, with the small factor \(|\eta|\). The iteration converges to the discrete root, whose distance from the true level is a separate grid error.

## Choosing the right level

Newton's step is local, so a poor guess needs a bracket. The nodes of \(P\) provide one.

At a node \(r_0\), \(P'=aQ\) with \(Q\ne0\). For the outward solution, the integrated identity with \(P=0\) gives \(\partial P/\partial E=I/(cQ)\), where \(I=\int_0^{r_0}(P^2+Q^2)dr\). Keeping \(P(r_0)=0\) as \(E\) changes requires

\[
\frac{dr_0}{dE}=-\frac{\partial P/\partial E}{P'}=-\frac{I}{caQ^2}<0.
\]

Nodes of the outward solution move inward as \(E\) rises. For the inward solution the sign is reversed, and they move outward. New nodes therefore enter through \(r_m\), each at a pole of \(F\). Between successive poles \(F\) falls from \(+\infty\) to \(-\infty\) and crosses zero once, while the node count stays fixed.

In a Coulomb field level \(n\) has \(n-l-1\) nodes of \(P\). A continuous change to another attractive potential with the same form at the origin keeps this number while the level stays bound, because \(P\) and \(P'\) cannot vanish together. For any \(r_m\), this gives the following rule:

- More than \(n-l-1\) nodes: \(E\) is too high.
- Fewer nodes: \(E\) is too low.
- The right number: \(E\) is too low if \(\Delta E>0\) and too high if \(\Delta E<0\).

If the eigenfunction has a node at \(r_m\), two poles merge at the level and (5) is unusable there. The matching point must then be moved.

## Pseudocode

```
input n, kappa, V, grid, E, low, high
wanted = n - l - 1
repeat
    m = outermost grid point with V < E
    build step matrices at energy E
    integrate outward from the origin to m
    integrate inward from the tail to m
    scale the inward piece to make P continuous
    N = integral of P^2 + Q^2, each side separately
    dE = c * P[m] * (Q_out[m] - Q_in[m]) / N
    count nodes of the joined P
    if nodes == wanted and |dE| < 1e-11 |E|:
        return E + dE
    if nodes > wanted or (nodes == wanted and dE < 0):
        high = E
    else:
        low = E
    if nodes == wanted and low < E + dE < high:
        E = E + dE
    else:
        E = (low + high) / 2
```

The norm is integrated piecewise because \(Q\) jumps at \(r_m\). A cubic spline through \(r(P^2+Q^2)\) as a function of \(x\) serves for each side. The initial bracket must contain the level. If \(V\ge-Z/r\) and \(Z<c\), then \(-Z^2\) is a safe lower end. The Coulomb ground level is \(c^2(\sqrt{1-Z^2/c^2}-1)>-Z^2\), and the levels of \(V\) lie no lower. Along \(V_t=-Z/r+t(V+Z/r)\), \(0\le t\le1\), first-order perturbation theory gives \(dE/dt=\int(V+Z/r)(P^2+Q^2)dr/\int(P^2+Q^2)dr\ge0\) for each level.

## Worked example

Take the model potential

\[
V(r)=-\frac{1+79e^{-4r}}r,
\]

with \(r\) in bohr. The charge is \(Z=80\) at the origin and 1 far away. The grid has 4001 points from \(10^{-7}\) to 50 bohr, so \(h=0.00501\), and \(c=137.036\).

For the 3s level \(\kappa=-1\) and two nodes are wanted. The guess is the unscreened nonrelativistic value \(-80^2/18=-355.56\) hartree, and the initial bracket is \((-6400,-0.5)\) hartree. Errors below are relative to the final grid value.

| \(E\) (hartree) | error (hartree) | nodes | next move |
|---:|---:|:---:|:---|
| −355.556 | −200 | 2 | correct |
| −100.328 | +55.4 | 3 | bisect |
| −227.942 | −72.2 | 2 | correct |
| −138.610 | +17.1 | 2 | correct |
| −150.241 | +5.49 | 2 | correct |
| −155.341 | +0.389 | 2 | correct |
| −155.728 | +0.00172 | 2 | correct |
| −155.730 | +3.2×10⁻⁸ | 2 | correct |

One more evaluation meets the stopping rule. The first correction overshoots into the three-node region, and the bracket recovers from it. The level is \(-155.7296\) hartree, or \(-4237.6\) eV.

To follow one correction, start 5% below the level, at \(E=-163.5161\) hartree. Match at \(r_m=0.21737\) bohr, the matching point of the converged level. After normalization, in bohr\(^{-1/2}\),

\[
P=2.175630,\quad Q_{\rm out}=-0.085278,\quad Q_{\rm in}=-0.113534.
\]

The jump is \(0.028256\), so

\[
\Delta E=137.036\times2.175630\times0.028256=8.424\ \text{hartree}.
\]

The correction needed is 7.786 hartree, and an error of \(+0.638\) hartree remains. Central differences of \(F\) at the level, with displacement \(10^{-3}|E_0|\), give \(F''/(2F')=0.01099\) hartree\(^{-1}\). Equation (7) then predicts \(0.01099\times7.786^2=0.666\) hartree. The difference, 0.029 hartree before rounding, comes from terms beyond \(e^2\), almost wholly from the \(e^3\) term. In the table, \(0.01099\times0.00172^2=3.3\times10^{-8}\) hartree likewise accounts for the last error shown.

The same integration gives these other levels:

| level | \(E\) (hartree) |
|:---|---:|
| 1s½ | −3226.262 |
| 2s½ | −626.339 |
| 2p½ | −619.648 |
| 2p3/2 | −536.911 |
| 3d3/2 | −119.073 |
| 3d5/2 | −113.747 |

The 2p splitting is \(619.648-536.911=82.737\) hartree, or 2251.4 eV.

## Cost and accuracy

Each trial energy costs one matrix construction and one 2×2 product per grid interval, plus the spline quadrature. Time and memory are proportional to the number of points. The correction needs no second integration to obtain a derivative.

The grid error can be measured in a pure Coulomb field, where Sommerfeld's formula gives

\[
E=c^2\left\{\left[1+\frac{Z^2}{c^2(n-|\kappa|+\gamma)^2}\right]^{-1/2}-1\right\}.
\]

For \(Z=80\) and 3s, the errors with 500, 1000 and 2000 intervals are \(3.6\times10^{-4}\), \(2.3\times10^{-5}\) and \(1.4\times10^{-6}\) hartree. Each halving of \(h\) reduces the error about sixteenfold, as expected at fourth order.

At the trial energy \(-163.5161\) hartree, both central differences of \(F\) and the norm formula (6) give \(F'=-1.54168306\times10^{-3}\) hartree\(^{-1}\). The factor \(|\eta|\) there is thus of order \(10^{-8}\) or less, too small to affect the tabulated errors.

## Stability and failure modes

**Starting ratios.** Suppose \(Q/P\) at \(r_{\min}\) is wrong by \(\rho\). Then \(W=-PP_0\rho\) at that end instead of zero. Carrying this boundary term through the derivation of (4) shifts the matched energy, to first order, by

\[
\frac{cP(r_{\min})^2\rho}{\int(P^2+Q^2)dr}\propto r_{\min}^{2\gamma}.
\]

Multiplying the inner ratio by 1.1 in the 3s example makes \(\rho\) negative, because the ratio is negative for \(\kappa<0\). The correction at the converged level becomes \(-3.1\times10^{-7}\) hartree, within about 1% of this first-order estimate. A tail error is likewise weighted by \(P^2\), roughly \(e^{-50}\) here. A 10% change there has an effect below \(10^{-12}\) hartree.

**Wrong direction.** Outward integration into the tail amplifies any admixture of the growing solution. Carried to one point before the inward starting point, the outward 3s solution was \(4\times10^6\) times the true tail in this run. The factor is set by rounding: a change in the last digits of \(E\) alters its size and can reverse its sign. Inward integration makes the wanted solution the growing one, which is why two sweeps are used.

**Grid too short or too coarse.** The grid must reach well into the forbidden region. Its radial spacing is about \(hr\), so diffuse states are sampled most coarsely where they extend farthest. Both \(r_{\max}\) and \(h\) must suit the highest level sought.

**Matching near a node.** A small \(P(r_m)\) brings a pole of \(F\) close to the root and shrinks the region where (7) is useful. Beyond the outer turning point, (1) reads \((r^\kappa P)'=a\,r^\kappa Q\) and \((r^{-\kappa}Q)'=b\,r^{-\kappa}P\) with \(a,b>0\). After a node of \(P\) there, \(P\) and \(Q\) would share a sign and both brackets would keep growing in size, so the decaying solution has no such node and the last node lies inside the turning point. With several wells \(P(r_m)\) can still be small, when the state sits in an inner well behind a barrier.

**Outside the assumptions.** If \(Z\ge c|\kappa|\) for a point charge, \(\gamma\) is no longer positive and the start fails. If \(2c^2+E-V\) changes sign, the node rule loses its basis. A nonlocal potential does not cancel in (3), and it couples the two sweeps. If its term is held fixed from an earlier iterate, so that each side can still be integrated separately, (5) is no longer the Newton step.

All numerical values are calculated from the stated model.
